**Rotations of Fock's three-sphere compared with L and the scaled Runge–Lenz vector**

On a bound hydrogenic level E = −p0²/2 (atomic units), the angular momentum L and M = A/p0, where A is the Runge–Lenz vector, equal the six rotation generators of the unit three-sphere, carried to momentum space with the weight (p² + p0²)². The program applies L and A to an n = 3 state for Z = 2 in position space and Fourier transforms the results. It compares them with numerical derivatives of the weighted wavefunction under small rotations of the sphere, and asserts agreement of all six components at one momentum to 10⁻⁶, measured as the largest component difference divided by the largest component modulus, separately for L and for M; the output shows mismatches below 10⁻⁹ by this measure. It asserts that the weight powers 0 and 3/2 fail for M, and that a function outside the level needs the extra term r(H − E). Further assertions cover the commutators of A on the test state, the conformal factor and chord length of the projection, the momentum kernel of 1/r, and the kernel eigenvalues 2π²/(k + 1) for degrees k = 0 to 3. The matrix of M_z among 3s, 3p_z and 3d_z² is computed from position-space integrals and from integrals over the sphere, and the two agree. Its eigenvalues are −2, 0 and 2, and M² in 3s is 8 = n² − 1.

## Numerical verification

```python
# Result under test (atomic units, H = p^2/2 - Z/r, level E = -p0^2/2):
#   on the level, L and M = A/p0 (A = Runge-Lenz vector) equal
#   w^-1 L_ab w, with L_ab = -i(u_a d_b - u_b d_a) the rotation generators
#   of the unit three-sphere, w = (p^2+p0^2)^2, and
#   u = 2 p0 p/(p^2+p0^2), u4 = (p0^2-p^2)/(p0^2+p^2).
#   Off the level: A_i = p0 w^-1 L_4i w + r_i (H-E).
# Position functions are stored as g(x,y,z,r), meaning g * exp(-kap*r).
import numpy as np
import sympy as sp
from scipy.linalg import null_space

x, y, z, r = sp.symbols("x y z r")
X = (x, y, z)
Z, n = sp.Integer(2), sp.Integer(3)
p0_exact = Z / n
E_exact = -p0_exact**2 / 2
p0 = float(p0_exact)


# ---------- operators in position space, from their definitions ----------
def grad(g, i, kap):
    return sp.expand(sp.diff(g, X[i]) + X[i] / r * (sp.diff(g, r) - kap * g))


def mom(g, i, kap):
    return sp.expand(-sp.I * grad(g, i, kap))


def ang(g, k, kap):
    i, j = (k + 1) % 3, (k + 2) % 3
    return sp.expand(X[i] * mom(g, j, kap) - X[j] * mom(g, i, kap))


def kinetic_part(g, k, kap):
    i, j = (k + 1) % 3, (k + 2) % 3
    p_cross_l = mom(ang(g, j, kap), i, kap) - mom(ang(g, i, kap), j, kap)
    l_cross_p = ang(mom(g, j, kap), i, kap) - ang(mom(g, i, kap), j, kap)
    return sp.expand((p_cross_l - l_cross_p) / 2)


def runge_lenz(g, k, kap):
    return sp.expand(kinetic_part(g, k, kap) - Z * X[k] / r * g)


def p_squared(g, kap):
    return sp.expand(sum(mom(mom(g, i, kap), i, kap) for i in range(3)))


def hamiltonian(g, kap):
    return sp.expand(p_squared(g, kap) / 2 - Z / r * g)


def vanishes(g):
    points = [(1, 2, 2, 3), (2, 3, 6, 7), (-4, 4, 7, 9), (6, -2, 3, 7)]
    return all(sp.expand(sp.sympify(g).subs(dict(zip((x, y, z, r), q)))) == 0
               for q in points)


g_s = 27 - 18 * Z * r + 2 * Z**2 * r**2
g_p = z * (6 - Z * r)
g_d = 2 * z**2 - x**2 - y**2
kap = p0_exact
g_on = sp.expand(g_s / 10 + (x + sp.I * y + z / 2) * (6 - Z * r)
                 + x * y / 2 + sp.I * g_d / 4 + y * z / 3)
kap_off = sp.Integer(1)
g_off = 1 + z / 2 + sp.I * x / 3 + y / 4

assert vanishes(hamiltonian(g_on, kap) - E_exact * g_on)
assert not vanishes(hamiltonian(g_off, kap_off) - E_exact * g_off)
for i in range(3):
    # ordered form of the kinetic part, on a function outside the level
    r_dot_p = sum(X[j] * mom(mom(g_off, i, kap_off), j, kap_off)
                  for j in range(3))
    ordered = (X[i] * p_squared(g_off, kap_off) - r_dot_p
               + sp.I * mom(g_off, i, kap_off))
    assert vanishes(kinetic_part(g_off, i, kap_off) - ordered)
A_on = [runge_lenz(g_on, i, kap) for i in range(3)]
L_on = [ang(g_on, i, kap) for i in range(3)]
for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    assert vanishes(hamiltonian(A_on[i], kap) - E_exact * A_on[i])
    commutator = runge_lenz(A_on[j], i, kap) - runge_lenz(A_on[i], j, kap)
    assert vanishes(commutator - p0_exact**2 * sp.I * L_on[k])

# ---------- numerical Fourier transform on a spherical grid ----------
r_max = 45 / p0
t_r, w_r = np.polynomial.legendre.leggauss(140)
t_c, w_c = np.polynomial.legendre.leggauss(40)
n_phi = 64
R, C, F = np.meshgrid((t_r + 1) * r_max / 2, t_c,
                      2 * np.pi * np.arange(n_phi) / n_phi, indexing="ij")
volume = (w_r[:, None, None] * r_max / 2 * w_c[None, :, None]
          * 2 * np.pi / n_phi * R**2)
S = np.sqrt(1 - C**2)
GX, GY, GZ = R * S * np.cos(F), R * S * np.sin(F), R * C


def sample(g, kappa):
    f = sp.lambdify((x, y, z, r), g, "numpy")
    return f(GX, GY, GZ, R) * np.exp(-float(kappa) * R)


def fourier(values, p):
    wave = np.exp(-1j * (p[0] * GX + p[1] * GY + p[2] * GZ))
    return np.sum(volume * values * wave) / (2 * np.pi)**1.5


# ---------- the three-sphere ----------
def to_sphere(p):
    q = p @ p + p0**2
    return np.append(2 * p0 * p / q, (p0**2 - p @ p) / q)


def from_sphere(u):
    return p0 * u[:3] / (1 + u[3])


def pulled_generator(values, a, b, p, power=2.0, step=0.005):
    """w^-1 L_ab w phi at p, by finite rotations of the sphere point."""
    total = 0
    u = to_sphere(p)
    for m, c in ((-2, 1), (-1, -8), (1, 8), (2, -1)):
        v = u.copy()
        v[b] = u[b] * np.cos(m * step) + u[a] * np.sin(m * step)
        v[a] = u[a] * np.cos(m * step) - u[b] * np.sin(m * step)
        q = from_sphere(v)
        total += c * (q @ q + p0**2)**power * fourier(values, q)
    return -1j * total / (12 * step) / (p @ p + p0**2)**power


p_test = np.array([0.31, -0.47, 0.58])
psi_on = sample(g_on, kap)
L_direct = np.array([fourier(sample(g, kap), p_test) for g in L_on])
M_direct = np.array([fourier(sample(g, kap), p_test) for g in A_on]) / p0
L_sphere = np.array([pulled_generator(psi_on, (k + 1) % 3, (k + 2) % 3, p_test)
                     for k in range(3)])
M_sphere = np.array([pulled_generator(psi_on, 3, i, p_test) for i in range(3)])


def mismatch(a, b):
    return np.max(np.abs(a - b)) / np.max(np.abs(b))


err_L, err_M = mismatch(L_sphere, L_direct), mismatch(M_sphere, M_direct)
assert err_L < 1e-6 and err_M < 1e-6  # finite-difference error dominates

# differential form of M in momentum space, gradient from -i r psi
phi = fourier(psi_on, p_test)
dphi = np.array([fourier(-1j * G * psi_on, p_test) for G in (GX, GY, GZ)])
M_diff = 1j / p0 * ((p_test @ p_test - p0**2) / 2 * dphi
                    - p_test * (p_test @ dphi) - 2 * p_test * phi)
err_diff = mismatch(M_diff, M_direct)
assert err_diff < 1e-8

wrong = {}
for power in (0.0, 1.5):
    trial = np.array([pulled_generator(psi_on, 3, i, p_test, power)
                      for i in range(3)])
    wrong[power] = mismatch(trial, M_direct)
    assert wrong[power] > 1e-3

# ---------- outside the level ----------
psi_off = sample(g_off, kap_off)
residual = sp.expand(hamiltonian(g_off, kap_off) - E_exact * g_off)
A_off = np.array([fourier(sample(runge_lenz(g_off, i, kap_off), kap_off), p_test)
                  for i in range(3)])
gen_off = p0 * np.array([pulled_generator(psi_off, 3, i, p_test)
                         for i in range(3)])
extra = np.array([fourier(sample(sp.expand(X[i] * residual), kap_off), p_test)
                  for i in range(3)])
off_bare, off_fixed = mismatch(gen_off, A_off), mismatch(gen_off + extra, A_off)
assert off_bare > 1e-2 and off_fixed < 1e-6

# ---------- geometry: conformal factor and chord length ----------
h = 1e-5
J = np.array([(to_sphere(p_test + h * e) - to_sphere(p_test - h * e)) / (2 * h)
              for e in np.eye(3)]).T
scale = 2 * p0 / (p_test @ p_test + p0**2)
assert np.allclose(J.T @ J, scale**2 * np.eye(3), atol=1e-8)
p_second = np.array([0.2, 0.1, 0.4])
chord = np.sum((to_sphere(p_test) - to_sphere(p_second))**2)
chord_formula = (4 * p0**2 * np.sum((p_test - p_second)**2)
                 / (p_test @ p_test + p0**2) / (p_second @ p_second + p0**2))
assert abs(chord - chord_formula) < 1e-12

# ---------- momentum kernel of 1/r, tested on exp(-r) ----------
def phi_slater(q2):
    return 8 * np.pi / (q2 + 1)**2 / (2 * np.pi)**1.5


assert abs(fourier(np.exp(-R), p_test) - phi_slater(p_test @ p_test)) < 1e-9
t, wt = np.polynomial.legendre.leggauss(200)
t, wt = (t + 1) / 2, wt / 2
shift = t / (1 - t)
c, wc = np.polynomial.legendre.leggauss(100)
p_len = np.linalg.norm(p_test)
q2 = p_len**2 + shift[:, None]**2 + 2 * p_len * shift[:, None] * c
kernel_side = (2 * np.pi * np.sum((wt / (1 - t)**2)[:, None] * wc
                                  * phi_slater(q2)) / (2 * np.pi**2))
direct_side = fourier(np.exp(-R) / R, p_test)
assert abs(kernel_side - direct_side) < 1e-7

# ---------- eigenvalues of the kernel 1/|u-v|^2 on the sphere ----------
u_test = to_sphere(p_test)
frame = null_space(u_test[None, :])
tc, wch = np.polynomial.legendre.leggauss(40)
chi, wch = (tc + 1) * np.pi / 2, wch * np.pi / 2
ct, wct = np.polynomial.legendre.leggauss(12)
az = 2 * np.pi * np.arange(16) / 16
CH, CT, AZ = np.meshgrid(chi, ct, az, indexing="ij")
ST = np.sqrt(1 - CT**2)
direction = np.stack([ST * np.cos(AZ), ST * np.sin(AZ), CT])
V = (np.cos(CH) * u_test[:, None, None, None]
     + np.sin(CH) * np.einsum("ab,bijk->aijk", frame, direction))
dist2 = np.sum((V - u_test[:, None, None, None])**2, axis=0)
area = (wch[:, None, None] * wct[None, :, None] * 2 * np.pi / 16
        * np.sin(CH)**2)
kernel_eigen = []
for k in range(4):
    integral = np.sum(area * (V[0] + 1j * V[3])**k / dist2)
    value = integral / (u_test[0] + 1j * u_test[3])**k
    assert abs(value - 2 * np.pi**2 / (k + 1)) < 1e-8
    kernel_eigen.append(value.real)

# ---------- matrix of M_z in the n = 3, m = 0 states, two ways ----------
names = ["3s", "3pz", "3dz2"]
basis, images = [], []
for g in (g_s, g_p, g_d):
    f = sample(g, kap)
    norm = np.sqrt(np.sum(volume * f**2))
    basis.append(f / norm)
    images.append(sample(runge_lenz(g, 2, kap), kap) / norm / p0)
M_pos = np.array([[np.sum(volume * a * b) for b in images] for a in basis])
assert np.max(np.abs(M_pos.imag)) < 1e-10
M_pos = M_pos.real
for b in range(3):  # the image has no part outside these three states
    full_norm = np.sum(volume * np.abs(images[b])**2)
    assert abs(full_norm - np.sum(M_pos[:, b]**2)) < 1e-9

u1, u2, u3, u4 = U = sp.symbols("u1 u2 u3 u4")
raw = [4 * u4**2 - 1, u3 * u4, 2 * u3**2 - u1**2 - u2**2]
sphere_grid = (np.sin(CH) * ST * np.cos(AZ), np.sin(CH) * ST * np.sin(AZ),
               np.sin(CH) * CT, np.cos(CH))
harmonics, rotated, harmonic_funcs = [], [], []
for Y in raw:
    f = sp.lambdify(U, Y, "numpy")
    norm = np.sqrt(np.sum(area * f(*sphere_grid)**2))
    turned = -sp.I * (u4 * sp.diff(Y, u3) - u3 * sp.diff(Y, u4))
    harmonics.append(f(*sphere_grid) / norm)
    rotated.append(sp.lambdify(U, turned, "numpy")(*sphere_grid) / norm)
    harmonic_funcs.append((f, norm))
M_harm = np.array([[np.sum(area * a * b) for b in rotated] for a in harmonics])

phases = []
for f, (Y, norm) in zip(basis, harmonic_funcs):
    ratio = [(p @ p + p0**2)**2 * fourier(f, p) / (4 * p0**2.5)
             / (Y(*to_sphere(p)) / norm) for p in (p_test, p_second)]
    assert abs(ratio[0] - ratio[1]) < 1e-8      # same harmonic at both points
    assert abs(abs(ratio[0]) - 1) < 1e-8        # the map keeps the norm
    phases.append(ratio[0])
phases = np.array(phases)
M_fock = phases.conj()[:, None] * M_harm * phases[None, :]
assert np.max(np.abs(M_fock - M_pos)) < 1e-7
eig = np.linalg.eigvalsh((M_pos + M_pos.T) / 2)
assert np.allclose(M_pos, M_pos.T, atol=1e-9)
assert np.allclose(eig, [-2, 0, 2], atol=1e-8)
M2_3s = 3 * np.sum(M_pos[:, 0]**2)
assert abs(M2_3s - (int(n)**2 - 1)) < 1e-8


# ---------- output ----------
def cx(v):
    v = complex(v)
    return f"{v.real:+.6f} {v.imag:+.6f}i"


print("Atomic units; M and L in units of hbar")
print(f"Z = {Z}, n = {n}, p0 = {p0:.6f} a.u., E = {float(E_exact):.6f} hartree")
print("test momentum p (a.u.):", p_test)
print("sphere point u1..u4:", np.round(u_test, 6))
print("phi(p), unnormalised mixture (arb. units):", cx(phi))
print("component: position-space operator | sphere rotation (arb. units)")
for k in range(3):
    print(f"L_{'xyz'[k]} phi: {cx(L_direct[k])} | {cx(L_sphere[k])}")
for k in range(3):
    print(f"M_{'xyz'[k]} phi: {cx(M_direct[k])} | {cx(M_sphere[k])}")
print(f"largest relative mismatch: L {err_L:.1e}, M {err_M:.1e}")
print(f"differential form of M, relative mismatch: {err_diff:.1e}")
print(f"weight power 0 instead of 2, relative mismatch in M: {wrong[0.0]:.4f}")
print(f"weight power 3/2 instead of 2, relative mismatch: {wrong[1.5]:.4f}")
print("Outside the level: (1 + z/2 + i x/3 + y/4) exp(-r), z component")
print("  A_z phi (arb. units):             ", cx(A_off[2]))
print("  p0 * sphere generator (arb. units):", cx(gen_off[2]))
print("  r_z (H-E) phi (arb. units):       ", cx(extra[2]))
print(f"  relative mismatch without / with last term: "
      f"{off_bare:.4f} / {off_fixed:.1e}")
print("kernel eigenvalue / (2 pi^2), degree 0..3:",
      np.round(np.array(kernel_eigen) / (2 * np.pi**2), 6))
print("phase of Fock image relative to harmonic:")
for name, ph in zip(names, phases):
    print(f"  {name}: {cx(ph)}")
print("M_z matrix (3s, 3pz, 3dz2), position-space integrals:")
for row in M_pos:
    print("  " + " ".join(f"{v + 0.0:10.6f}" for v in row))
print("M_z matrix, integrals over the three-sphere (real part):")
for row in M_fock.real:
    print("  " + " ".join(f"{v + 0.0:10.6f}" for v in row))
print("eigenvalues of M_z:", " ".join(f"{v:.6f}" for v in eig))
print(f"M^2 in 3s: {M2_3s:.6f}; n^2 - 1 = {int(n)**2 - 1}")
print("every check passed")
```

Output:

```
Atomic units; M and L in units of hbar
Z = 2, n = 3, p0 = 0.666667 a.u., E = -0.222222 hartree
test momentum p (a.u.): [ 0.31 -0.47  0.58]
sphere point u1..u4: [ 0.376495 -0.570816  0.704411 -0.190333]
phi(p), unnormalised mixture (arb. units): -1.749559 -4.868804i
component: position-space operator | sphere rotation (arb. units)
L_x phi: +8.481551 +0.938421i | +8.481551 +0.938421i
L_y phi: +2.399000 -1.542025i | +2.399000 -1.542025i
L_z phi: -2.589225 -1.751142i | -2.589225 -1.751142i
M_x phi: -6.101970 +4.402803i | -6.101970 +4.402803i
M_y phi: +10.560325 -5.789949i | +10.560325 -5.789949i
M_z phi: -10.203804 +7.457951i | -10.203804 +7.457951i
largest relative mismatch: L 2.8e-10, M 1.3e-10
differential form of M, relative mismatch: 2.9e-14
weight power 0 instead of 2, relative mismatch in M: 0.7123
weight power 3/2 instead of 2, relative mismatch: 0.1781
Outside the level: (1 + z/2 + i x/3 + y/4) exp(-r), z component
  A_z phi (arb. units):              -0.122367 +0.338565i
  p0 * sphere generator (arb. units): -0.068653 -0.312838i
  r_z (H-E) phi (arb. units):        -0.053715 +0.651403i
  relative mismatch without / with last term: 1.8156 / 1.8e-10
kernel eigenvalue / (2 pi^2), degree 0..3: [1.       0.5      0.333333 0.25    ]
phase of Fock image relative to harmonic:
  3s: +1.000000 +0.000000i
  3pz: +0.000000 +1.000000i
  3dz2: -1.000000 -0.000000i
M_z matrix (3s, 3pz, 3dz2), position-space integrals:
   -0.000000   1.632993  -0.000000
    1.632993   0.000000   1.154701
   -0.000000   1.154701   0.000000
M_z matrix, integrals over the three-sphere (real part):
    0.000000   1.632993   0.000000
    1.632993   0.000000   1.154701
    0.000000   1.154701  -0.000000
eigenvalues of M_z: -2.000000 0.000000 2.000000
M^2 in 3s: 8.000000; n^2 - 1 = 8
every check passed
```
